# Electrical-Asymmetry Bias and Ion Energies for a Two-Frequency Drive

**Question.** A low-pressure discharge burns between two plane electrodes of equal area. One is grounded. The other is fed through a large blocking capacitor by a generator of voltage

$$V(x)=V_0(\cos x+\cos 2x),\qquad V_0>0,$$

where $x$ is the phase of the fundamental. The capacitor holds a steady voltage, so the powered electrode has the potential $V(x)+\eta$ relative to ground. Since $V$ has zero mean, $\eta$ is the mean potential of that electrode: the dc self-bias.

Let $U_p$ and $U_g$ be the potentials of the plasma above the powered and the grounded electrode. Both are positive. The voltage across the quasineutral bulk is neglected. Each sheath contains a positive charge, $Q_p$ or $Q_g$, and its voltage is an increasing function of that charge which vanishes at zero charge. Ion fluxes to the electrodes are steady. The charge carried to an electrode by particles in one period is small compared with the sheath charge moved back and forth.

Temperatures are expressed as voltages, $T=k_BT_e/e$. The floating drop $U_f$ is the steady sheath voltage at which electron and ion fluxes are equal.

## Part (a)

*Write the voltage balance. Show that each sheath must nearly collapse once in a while, and find when this happens.*

**Answer.** Relative to ground the plasma potential is $U_g$. Relative to the powered electrode it is $U_p$, so $U_p=U_g-(V+\eta)$, or

$$V(x)+\eta=U_g-U_p. \tag{1}$$

The capacitor passes no mean current. In a periodic state the displacement current also has zero mean, so the mean particle current vanishes at the powered electrode. The electrodes are in series, so it vanishes at the grounded one too.

Electrons reach an electrode against a retarding voltage $U$, and their flux carries the Boltzmann factor $e^{-U/T}$. By the definition of $U_f$,

$$\frac{\Gamma_e}{\Gamma_i}=e^{(U_f-U)/T},\qquad \left\langle e^{(U_f-U)/T}\right\rangle=1, \tag{2}$$

where the brackets denote the mean over a period. If $U$ stayed above $U_f$ throughout, the averaged quantity would always be below one and (2) could not hold. Hence the minimum of each sheath voltage lies between zero and $U_f$. This is the meaning of "collapse" here: the electrode opens briefly to electrons, which then make up for the ions lost during the whole period.

The total charge $Q_t=Q_p+Q_g$ changes only through an imbalance of the particle losses. By assumption this is small within a period, so $Q_t$ is constant. Write the sheath laws as $U_p=F_p(Q_p)$ and $U_g=F_g(Q_g)$. Then

$$V+\eta=F_g(Q_t-Q_p)-F_p(Q_p).$$

As $Q_p$ grows, the first term falls and the subtracted term rises, so the right side decreases. The powered sheath therefore has its least charge at the maximum $V_{\max}$, and the grounded sheath has its least charge at the minimum $V_{\min}$.

## Part (b)

*Neglect the residual charge and voltage of a collapsed sheath. Express $\eta$ through the extrema of $V$, first for a given ratio $\varepsilon=U_{g,\max}/U_{p,\max}$ and then for equal sheaths. Is equality of the electrode areas sufficient for $\varepsilon=1$?*

**Answer.** At $V_{\max}$ we set $U_p=0$, and at $V_{\min}$ we set $U_g=0$. Equation (1) becomes

$$V_{\max}+\eta=U_{g,\max},\qquad V_{\min}+\eta=-U_{p,\max}. \tag{3}$$

Inserting $U_{g,\max}=\varepsilon U_{p,\max}$ gives

$$V_{\max}+\eta=-\varepsilon(V_{\min}+\eta).$$

Collecting the terms in $\eta$,

$$\eta=-\frac{V_{\max}+\varepsilon V_{\min}}{1+\varepsilon}. \tag{4}$$

When one sheath is empty, the other holds all of $Q_t$. If both obey the same law $F$, both peak voltages equal $F(Q_t)$. Then $\varepsilon=1$ and

$$\eta=-\tfrac12(V_{\max}+V_{\min}), \tag{5}$$

whatever the form of $F$.

Equal areas are not sufficient. Consider a sheath of uniform ion density $n$ and width $s$, with no electrons inside. At distance $z$ from the electrode the field has magnitude $en(s-z)/\epsilon_0$. Its integral from $0$ to $s$ is

$$U=\frac{en s^2}{2\epsilon_0}=\frac{Q^2}{2en\epsilon_0A^2},\qquad Q=ensA. \tag{6}$$

At equal $Q_t$ and area $A$, the peak voltages are inversely proportional to the densities, so $\varepsilon=n_p/n_g$. The word "symmetric" must therefore include equal ion densities in the sheaths.

## Part (c)

*Evaluate the bias for the given drive with equal sheaths. What happens when the phase of the fundamental is advanced by 45° or by 90°?*

**Answer.** The derivative of the drive is

$$V'(x)=-V_0(\sin x+2\sin2x)=-V_0\sin x\,(1+4\cos x).$$

It vanishes at $x=0$, at $x=\pi$, and where $\cos x=-1/4$. With $\cos2x=2\cos^2x-1$, the values there are

$$V(0)=2V_0,\qquad V(\pi)=-V_0+V_0=0,$$

$$V_{\min}=V_0\left(-\frac14+\frac18-1\right)=-\frac98V_0.$$

The maximum is $2V_0$. The minimum is reached twice per period, first at $x=104.48^\circ$. From (5),

$$\boxed{\eta=-\frac12\left(2-\frac98\right)V_0=-\frac7{16}V_0=-0.4375\,V_0.}$$

The positive peak is higher than the negative one is deep. The electrode must shift downward until its largest positive and negative potentials have equal magnitude, because equal sheaths have equal peak voltages.

For a 45° advance let $V_{45}(x)=V_0[\cos(x+\pi/4)+\cos2x]$. Replace $x$ by $\pi/2-x$:

$$\cos\left(\frac{3\pi}4-x\right)=-\cos\left(x+\frac\pi4\right),\qquad \cos(\pi-2x)=-\cos2x.$$

Thus $V_{45}(\pi/2-x)=-V_{45}(x)$. The extrema are opposite and the bias is zero. A second harmonic alone is not enough; its phase matters.

For a 90° advance, put $x=y+\pi/2$ in $\cos(x+\pi/2)+\cos2x$. The result is $\cos(y+\pi)+\cos(2y+\pi)=-(\cos y+\cos2y)$. The drive is reversed, and the bias becomes $+0.4375\,V_0$. The phase thus controls the sign of the bias without any change to the electrodes.

## Part (d)

*Let both sheaths obey the quadratic law (6) with the same density. Find the correction due to the residual charges, its sign, and its dependence on $T$ at fixed $U_f/T$.*

**Answer.** Scale the charge so that $U=Q^2$. Since $Q_p+Q_g=Q_t$, (1) factorizes:

$$V+\eta=Q_g^2-Q_p^2=Q_t(Q_g-Q_p). \tag{7}$$

Let $a$ be the least value of $Q_p$ and $b$ the least value of $Q_g$. At the two extrema,

$$V_{\max}+\eta=Q_t(Q_t-2a),\qquad V_{\min}+\eta=Q_t(2b-Q_t).$$

Adding these and dividing by two gives, within this model,

$$\eta=-\tfrac12(V_{\max}+V_{\min})+Q_t(b-a). \tag{8}$$

Part (a) gives $0\le a,b\le\sqrt{U_f}$, so the correction is no larger in magnitude than $Q_t\sqrt{U_f}$. It vanishes with $U_f$, but the small parameter is $\sqrt{U_f/V_0}$ rather than $U_f/V_0$. A small residual voltage can belong to a charge that is not so small.

To find the sign, expand near a collapse. Equation (7) with $Q_g=Q_t-Q_p$ gives $Q_p=\tfrac12[Q_t-(V+\eta)/Q_t]$. At phase distance $y$ from the extremum, a collapsing sheath therefore has the charge

$$Q\simeq Q_{\min}+\kappa y^2,\qquad \kappa=\frac{|V''|}{4Q_t}.$$

The same form holds for the grounded sheath. From $V''=-V_0(\cos x+4\cos2x)$, the curvature is $|V''|=5V_0$ at the maximum. At each minimum $\cos2x=-7/8$, and $V''=(1/4+7/2)V_0=15V_0/4$.

For $N$ collapses per period, condition (2) becomes, to leading order at small $T/V_0$,

$$1=\frac{N}{2\pi}e^{U_f/T}\int_{-\infty}^{\infty}e^{-(Q_{\min}+\kappa y^2)^2/T}\,dy. \tag{9}$$

The grounded sheath has $N=2$ and the smaller $\kappa$. Both make the right side larger at a given $Q_{\min}$. A larger $Q_{\min}$ makes it smaller. The balance therefore requires $b>a$, and the correction is positive: the negative bias is weakened. Physically, the grounded electrode is open to electrons for longer, so its sheath need not collapse as far.

For the dependence on $T$, put $Q_{\min}=m\sqrt T$ and $y=T^{1/4}\kappa^{-1/2}z$:

$$1=\frac{N}{2\pi}e^{U_f/T}\frac{T^{1/4}}{\sqrt\kappa}\int_{-\infty}^{\infty}e^{-(m+z^2)^2}\,dz.$$

At fixed $U_f/T$, the number $m$ changes only through the weak factor $T^{1/4}$. The correction is $Q_t\sqrt T\,(m_g-m_p)$, which is a square root times a slowly varying factor.

The two conditions (2) were also solved numerically over the full waveform, without imposing collapse or formula (5). With $U_f=5T$ the results are:

| $T/V_0$ | $\eta/V_0$ | deviation from $-0.4375$ |
|---|---:|---:|
| $10^{-2}$ | $-0.4022$ | $0.0353$ |
| $10^{-3}$ | $-0.4261$ | $0.0114$ |
| $10^{-4}$ | $-0.4335$ | $0.0040$ |

The deviation falls by factors of 3.10 and 2.83 per decade. A pure square root would give $\sqrt{10}\approx3.16$, and a linear law would give 10.

At $T/V_0=10^{-4}$, a different law, $U\propto Q^{1.5}$, gives $-0.4364\,V_0$. This supports the statement that (5) does not depend on the form of the common law. For quadratic sheaths with $\varepsilon=0.8$, flux balance gives $-0.6047\,V_0$ and (4) gives $-0.6111\,V_0$. A modest inequality of the sheaths thus changes the bias far more than the floating drop does at this temperature.

The limit $T/V_0\to0$ at fixed $U_f/T$ cannot be followed indefinitely with (2). As $T^{1/4}$ falls, $m$ must fall too, and it eventually reaches zero. The retarding sheath then disappears at collapse, and the Boltzmann flux no longer applies. The residual charges were positive at all three temperatures in the table.

The correction is fixed at collapse, where the sheath voltage is only a few $T$ or less and the sheath is not free of electrons, so law (6) is not accurate there. With Boltzmann electrons in the uniform ion background the scaled law is $Q^2=U-T(1-e^{-U/T})$. At $T/V_0=10^{-2}$ it gives $\eta=-0.398\,V_0$ instead of $-0.402\,V_0$. The sign of the correction is unchanged, but its size is about 10% larger.

## Part (e)

*For equal quadratic sheaths and no residual charge, find the mean sheath voltages. What do they imply for ions that cross a collisionless sheath in many periods?*

**Answer.** The common peak voltage follows from (3):

$$U_m=V_{\max}+\eta=\left(2-\frac7{16}\right)V_0=\frac{25}{16}V_0.$$

Let $q=Q_p/Q_t$. Then $U_p=U_mq^2$ and $U_g=U_m(1-q)^2$, so (1) becomes $V+\eta=U_m(1-2q)$. Solving for the charge fractions,

$$q=\frac{U_m-\eta-V}{2U_m},\qquad 1-q=\frac{U_m+\eta+V}{2U_m}.$$

The mean of $V$ is zero. In the mean of $V^2$ each cosine contributes $V_0^2/2$ and the cross term vanishes, so $\langle V^2\rangle=V_0^2$. Squaring and averaging,

$$\langle U_p\rangle=\frac{(U_m-\eta)^2+V_0^2}{4U_m}
=\frac{4+1}{25/4}V_0=0.8\,V_0,$$

$$\langle U_g\rangle=\frac{(U_m+\eta)^2+V_0^2}{4U_m}
=\frac{81/64+1}{25/4}V_0=0.3625\,V_0.$$

Their difference is $0.4375\,V_0=-\eta$, as the mean of (1) requires. The peak voltages are equal but the means are not, because the powered sheath spends more of the period in an expanded state.

An ion that needs many periods to cross responds mainly to the time-averaged field. The work done by this field is $e\int\langle E\rangle\,dz=e\langle U\rangle$, since the average over time and the integral over distance can be interchanged. The mean energy gains are therefore close to $0.8\,eV_0$ and $0.3625\,eV_0$.

The oscillating part of the field, of amplitude $\tilde E$, adds a velocity of order $e\tilde E/(M\omega)$, where $M$ is the ion mass and $\omega$ the angular frequency. For an ion arriving with mean speed $v$, the energy changes by about $Mv$ times this velocity, or $ev\tilde E/\omega$. The energy spread should thus fall as $1/\omega$.

## Part (f)

*Take $V_0=200$ V, a fundamental of 13.56 MHz, $T=3.0$ V, $U_f=15$ V, ion mass 40 u and uniform sheath ion density $10^{15}$ m$^{-3}$. Find the bias and the ion energies, and assess the approximations.*

**Answer.** These are round model parameters, and the ion density is prescribed as uniform and equal in both sheaths. The ideal values are

$$\eta=-0.4375\times200\ \mathrm V=-87.5\ \mathrm V,\qquad U_m=1.5625\times200\ \mathrm V=312.5\ \mathrm V.$$

Equation (6) gives the maximum sheath width $s_m=\sqrt{2\epsilon_0U_m/(en)}=5.88$ mm.

With the floating drop retained, flux balance gives $\eta=-78.7$ V. The shift is 8.8 V, about 10% of the ideal bias. This figure holds for constant $Q_t$ and electron-free sheaths, and is good only to a volt or two. Ions entering at the Bohm speed carry about 3% of $Q_t$ to each electrode per period, which is comparable to $(b-a)/Q_t\approx2\%$; letting $Q_t$ vary in time gives $-77.8$ V. Separately, allowing Boltzmann electrons in the collapsing sheath raises the shift to 9.7 V. Here $T/V_0=0.015$, and the drop is not negligible at the level of a few per cent.

For the ions, the ideal sheath waveform is used. Each ion enters at the maximum sheath edge with energy $eT/2$, that is 1.5 eV. The expected mean energies are

$$E_p=0.8\times200+1.5=161.5\ \mathrm{eV},\qquad E_g=0.3625\times200+1.5=74.0\ \mathrm{eV}.$$

Trajectories in the moving-edge field, with entry phases spread evenly over the period, give:

| Electrode | Mean (eV) | Lowest (eV) | Highest (eV) |
|---|---:|---:|---:|
| powered | 161.7 | 146.8 | 175.9 |
| grounded | 74.2 | 64.6 | 84.2 |

The means agree with the expected values to 0.2 eV. The ranges are $175.9-146.8=29.1$ eV and $84.2-64.6=19.6$ eV. At ten times the frequency they shrink to 2.9 eV and 2.0 eV, in accord with the $1/\omega$ estimate.

The 0.2 eV agreement tests the averaging argument, not the sheath model. The floating drop has been left out of these energies. By (1), retaining it reduces the difference between the mean sheath voltages from 87.5 V to 78.7 V. Acceleration of the ions lowers their density towards the electrode, which changes the quadratic law and hence the factors 0.8 and 0.3625. Formula (5) would survive such a change if both sheaths still shared one law, but with this drive they would not. At equal ion fluxes, the larger mean voltage makes the ions faster in the powered sheath and so lowers their density there. At equal charge its peak voltage is then the higher one. Hence $\varepsilon<1$, and by (4) the bias is more negative than (5) gives. In a collisionless sheath this effect can be large, so the voltages and energies above describe the uniform-density model and are not predictions for a real discharge. Collisions in the sheath would take energy from the ions, and secondary electrons would alter the flux balance (2). The numerical output lists the values used here.

## Computed results

```
drive maximum = 2.0000 V0
drive minimum = -1.1250 V0
phase of first minimum = 104.48 degrees
ideal self-bias = -0.4375 V0
flux-balance bias at Te/(e V0) = 1e-02: -0.4022 V0
flux-balance bias at Te/(e V0) = 1e-03: -0.4261 V0
flux-balance bias at Te/(e V0) = 1e-04: -0.4335 V0
deviation ratio, first decade of Te = 3.10
deviation ratio, second decade of Te = 2.83
bias for U ~ Q^1.5, Te/(e V0) = 1e-04: -0.4364 V0
bias for sheath ratio 0.8, flux balance = -0.6047 V0
bias for sheath ratio 0.8, formula = -0.6111 V0
bias for cos x alone = 0.0000 V0
bias for cos(x+45 deg)+cos 2x = 0.0000 V0
peak sheath voltage = 1.5625 V0
mean powered sheath voltage = 0.8000 V0
mean grounded sheath voltage = 0.3625 V0
example V0 = 200 V
example electron temperature = 3.0 eV
example floating drop = 15.0 V
example fundamental frequency = 13.56 MHz
example ion mass = 40 u
example sheath ion density = 1.0e+15 m^-3
example ideal bias = -87.5 V
example bias with floating drop = -78.7 V
example peak sheath voltage = 312.5 V
example maximum sheath width = 5.88 mm
ion entry energy = 1.5 eV
powered: mean sheath voltage = 160.0 V
powered: expected mean ion energy = 161.5 eV
powered: trajectory mean ion energy = 161.7 eV
powered: lowest ion energy = 146.8 eV
powered: highest ion energy = 175.9 eV
powered: energy range at 10x frequency = 2.9 eV
grounded: mean sheath voltage = 72.5 V
grounded: expected mean ion energy = 74.0 eV
grounded: trajectory mean ion energy = 74.2 eV
grounded: lowest ion energy = 64.6 eV
grounded: highest ion energy = 84.2 eV
grounded: energy range at 10x frequency = 2.0 eV
```
